\section*{Standing-Wave Washout in Resist by a Gaussian Exposure Spectrum}

\section{Two spectral lines above a perfect mirror}

Let light fall straight down through resist of index $n$ onto a perfect mirror at $z=0$, where the electric field vanishes. With $k=2\pi/\lambda$ the angular wavenumber in vacuum, the incident and reflected waves have equal amplitudes and opposite signs at the mirror. The dose, in units of that of the incident wave alone, is
\begin{equation}
|e^{-inkz}-e^{inkz}|^2=4\sin^2(nkz)=2-2\cos(2nkz).
\end{equation}
Now let the source emit two equally strong lines, $k_0+s$ and $k_0-s$, whose doses add. Since $\cos(a+b)+\cos(a-b)=2\cos a\cos b$, the mean of the two patterns is
\begin{equation}
2-2\cos(2nsz)\cos(2nk_0z).
\end{equation}
The fringes keep the period $\pi/(nk_0)$, but their amplitude is multiplied by $\cos(2nsz)\simeq1-2n^2s^2z^2$. Both patterns have a node at the mirror and drift out of step with height. At $2nsz=\pi/2$ the maxima of one lie on the minima of the other; higher up the fringes return. A Gaussian spectrum has the same initial loss but no return.

\section{Assumptions and theorem}

The resist fills $0<z<d$, and fields vary in time as $e^{-i\omega t}$ with $\omega=ck$. Assume the following.

\begin{enumerate}
\item Incidence is normal, and nothing is reflected at the top of the resist.
\item The index $n$ is real and constant. The mirror's amplitude reflectance $r=\rho e^{i\phi}$ is constant over the band.
\item The power that forms the dose has the normalized spectrum
\begin{equation}
S(k)=\frac{1}{\sqrt{2\pi}\,s}\exp\left[-\frac{(k-k_0)^2}{2s^2}\right],\qquad s\ll k_0 .
\end{equation}
\item The light is stationary, the exposure is much longer than its coherence time, and the resist responds linearly without changing its index.
\end{enumerate}

\textbf{Theorem.} In units of the dose of the incident wave alone, the dose is
\begin{equation}
I(z)=1+\rho^2+2\rho D(z)\cos(2nk_0z+\phi),\qquad D(z)=e^{-2n^2s^2z^2}.
\label{main}
\end{equation}

The factor $D$ reduces the modulation, not the mean dose. Here $s$ is the standard deviation of $2\pi/\lambda$. If $\tilde s$ is that of $1/\lambda$, then $s=2\pi\tilde s$ and the exponent reads $-8\pi^2n^2\tilde s^2z^2$.

\section{Three lemmas and the proof}

\textbf{Lemma 1 (one wavenumber).} The dose at wavenumber $k$ is $1+\rho^2+2\rho\cos(2nkz+\phi)$, with $r=(n-N)/(n+N)$ for a thick mirror of complex index $N$.

\textit{Proof.} In the resist $E=e^{-inkz}+re^{inkz}$; the first term travels down. In the mirror $E=te^{-iNkz}$, which decays as $z\to-\infty$ if $\operatorname{Im}N>0$. The tangential electric and magnetic fields are continuous. In nonmagnetic media the latter is proportional to $dE/dz$, so
\begin{equation}
1+r=t,\qquad n(1-r)=Nt.
\end{equation}
Eliminating $t$ gives $n-N=r(n+N)$. The dose is
\begin{align}
|E|^2&=1+\rho^2+e^{inkz}\,\rho e^{i\phi}e^{inkz}+\text{c.c.}\nonumber\\
&=1+\rho^2+2\rho\cos(2nkz+\phi).\qquad\square
\end{align}

\textbf{Lemma 2 (many wavenumbers).} For stationary light and a long exposure, the doses of Lemma 1 add with weight $S(k)$.

\textit{Proof.} Let $A(t)$ be the incident field at the mirror, with unit mean power. The downward wave at height $z$ is earlier by $nz/c$ and the upward wave later by the same time:
\begin{equation}
E(z,t)=A(t+nz/c)+rA(t-nz/c).
\end{equation}
Averaging $|E|^2$ over time gives
\begin{equation}
I=1+\rho^2+2\operatorname{Re}\left[r\,\Gamma(-2nz/c)\right],\qquad
\Gamma(\tau)=\langle A^*(t)A(t+\tau)\rangle .
\end{equation}
In stationary light different wavenumbers are uncorrelated, for otherwise $\Gamma$ would depend on $t$. Hence $\Gamma(\tau)=\int S(k)e^{-ick\tau}dk$, and $\Gamma(-2nz/c)=\int S(k)e^{2inkz}dk$. This is the weighted sum of the oscillating terms of Lemma 1. $\square$

\textbf{Lemma 3 (Gaussian average).} If $q$ is Gaussian with mean zero and deviation $s$, then $G(L)=\langle e^{iqL}\rangle=e^{-s^2L^2/2}$.

\textit{Proof.} The weight $w(q)\propto e^{-q^2/2s^2}$ obeys $qw=-s^2\,dw/dq$. Integration by parts, with vanishing end terms, gives
\begin{equation}
G'(L)=i\int qw\,e^{iqL}dq=is^2\int w\,(iL)e^{iqL}dq=-s^2L\,G(L).
\end{equation}
With $G(0)=1$ the solution is the one stated. $\square$

\textit{Proof of the theorem.} Put $k=k_0+q$. Because $s\ll k_0$, the range of $q$ may be extended to the whole line. Lemma 3 with $L=2nz$ gives
\begin{equation}
\int S(k)e^{2inkz}dk=e^{2ink_0z}e^{-(2nz)^2s^2/2}=e^{2ink_0z}D(z).
\end{equation}
Multiplying by $r=\rho e^{i\phi}$ and taking twice the real part gives the oscillating term of \eqref{main}. $\square$

\textbf{Remark (how long is long).} Let $A$ be chaotic light, a circular Gaussian random process, and let $\Gamma$ be estimated over a time $T$. The fourth moment factorizes into pairs:
\begin{equation}
\langle A^*(t)A(t+\tau)A(t')A^*(t'+\tau)\rangle=|\Gamma(\tau)|^2+|\Gamma(t'-t)|^2 .
\end{equation}
The second term is the covariance of the product $A^*(t)A(t+\tau)$ between the times $t$ and $t'$. Averaged over $t$ and $t'$ it gives, for large $T$, an rms error $\sqrt{T_c/T}$, where
\begin{equation}
T_c=\int|\Gamma(\tau)|^2d\tau=\int e^{-c^2s^2\tau^2}d\tau=\frac{\sqrt\pi}{cs}.
\end{equation}
In a simulation with $T=200/(cs)$ the rms error was 0.0946, against 0.0941 from this formula.

\textbf{Remark (one pulse).} The same law has a picture in time. A pulse with spectral amplitude $\sqrt S\propto e^{-q^2/4s^2}$ has, by Lemma 3 with deviation $\sqrt2\,s$, the envelope $e^{-s^2u^2}$ in the path variable $u=ct$. At height $z$ its two copies are displaced by $\pm nz$, and their product is
\begin{equation}
e^{-s^2(u+nz)^2}e^{-s^2(u-nz)^2}=e^{-2s^2u^2}e^{-2n^2s^2z^2}.
\end{equation}
Integrated over $u$ and divided by its value at $z=0$, this is $D(z)$. For this unchirped pulse the fringes fade because the reflected pulse arrives after the incident one has largely passed. A chirped pulse of the same spectrum, or steady lamp light, gives the same $D$ although the two waves still overlap in time; there the fringes fade because the relative phase of the waves changes during the exposure.

\section{Visibility and a worked case}

The local visibility is the fringe amplitude divided by the mean dose:
\begin{equation}
V(z)=V_0D(z),\qquad V_0=\frac{2\rho}{1+\rho^2}.
\end{equation}
Setting the exponent of $D$ to $-1$ and to $-\ln2$ gives the heights
\begin{equation}
z_{1/e}=\frac{1}{\sqrt2\,ns},\qquad z_{1/2}=\frac{1}{ns}\sqrt{\frac{\ln2}{2}} .
\end{equation}
For a narrow line, $|dk|=2\pi\,d\lambda/\lambda^2$ converts the wavelength deviation to $s=2\pi\sigma_\lambda/\lambda_0^2$.

Take $\lambda_0=365$ nm, a full width at half maximum of 5.0 nm, $n=1.70$, $d=5.0\ \mu$m and a model metal with $N=0.5+4.0i$. Then
\begin{equation}
\rho^2=\frac{(1.7-0.5)^2+4^2}{(1.7+0.5)^2+4^2}=\frac{17.44}{20.84}=0.837,
\end{equation}
so $\rho=0.915$ and $V_0=0.996$. The width of a Gaussian is $\sqrt{8\ln2}$ deviations, hence $\sigma_\lambda=2.123$ nm and
\begin{equation}
s=\frac{2\pi(2.123\ \text{nm})}{(365\ \text{nm})^2}=1.001\times10^{-4}\ \text{rad/nm}.
\end{equation}
Since $k_0=0.01721$ rad/nm, $s\ll k_0$ holds well. The coherence time is 59 fs, far shorter than a lamp exposure. At $z=4000$ nm,
\begin{equation}
2n^2s^2z^2=2(1.70\times1.0014\times10^{-4}\times4000)^2=0.927,
\end{equation}
so $D=0.396$ and $V=0.394$. The table compares the law with a solution of the wave-matching equations at each wavenumber, summed over the spectrum.

\begin{center}
\begin{tabular}{cccc}
$z$ (nm) & $D$ & $V$, law & $V$, wave solution\\
500 & 0.9856 & 0.9817 & 0.9813\\
1000 & 0.9437 & 0.9400 & 0.9397\\
2000 & 0.7931 & 0.7899 & 0.7896\\
3000 & 0.5935 & 0.5912 & 0.5913\\
4000 & 0.3956 & 0.3940 & 0.3942
\end{tabular}
\end{center}

The wave solution's visibility is taken over a smooth window four fringe periods long. Because $D$ varies within this window, the last two columns differ by up to four units in the fourth decimal.

The half height is 3.46 $\mu$m and the $1/e$ height 4.15 $\mu$m, or 38.7 fringe periods of 107 nm. Near the mirror this bandwidth does little: at 1 $\mu$m it removes less than 6\% of the modulation, or 7\% with the dispersion of the next section. A Gaussian line of this width is therefore a weak remedy for standing waves in films up to about 1 $\mu$m thick or at the foot of a thicker one, provided the resist lies directly on the metal. The line shape matters here: a Lorentzian of the same full width at half maximum, with its broad wings, would remove about a third at 1 $\mu$m.

\section{Dispersion and the phase of the mirror}

\textbf{Proposition 1.} If $n$ and $\phi$ vary slowly with $k$, then to first order in $k-k_0$ the reduction factor is
\begin{equation}
D=\exp\left[-\tfrac12s^2(2n_gz+\phi_1)^2\right],\quad
n_g=\left.\frac{d(nk)}{dk}\right|_{k_0},\quad \phi_1=\left.\frac{d\phi}{dk}\right|_{k_0}.
\end{equation}

\textit{Proof.} The fringe phase is $\Phi(k)=2n(k)kz+\phi(k)$. Its expansion is $\Phi(k_0)+(2n_gz+\phi_1)q$, and Lemma 3 applies with $L=2n_gz+\phi_1$. The neglected term must be small: $\frac12|\Phi''|s^2\ll1$. $\square$

The fringe period still contains $n$, because it follows from $\Phi(k_0)$; the washout contains the group index. For $n=\text{const}+B/\lambda^2$ the second term is proportional to $k^2$, so $n_g=n+k\,dn/dk=n+2B/\lambda_0^2$. A rough $B=0.015\ \mu\text{m}^2$ gives $n_g=1.925$. At 4 $\mu$m, $D$ falls from 0.396 to 0.304, by 23\% of the dispersionless value. The wave solution with this dispersion also gives 0.304.

A bare metal mirror matters less. For a lossless free-electron metal $N=i\kappa$ with $\kappa^2=17k_0^2/k^2-1$, so that $\kappa=4$ at $k_0$, Lemma 1 gives $\phi=-2\arctan(\kappa/n)$. Differentiating, with $d\kappa/dk=-17/(\kappa k_0)$ at $k_0$,
\begin{equation}
\phi_1=\frac{2n}{n^2+\kappa^2}\,\frac{17}{\kappa k_0}=44.4\ \text{nm}.
\end{equation}
This is small beside $2nz=13600$ nm, and $D$ changes only from 0.396 to 0.393. A transparent layer between resist and metal is another matter, because its round trip enters $\phi_1$. With 1 $\mu$m of index 1.475 over the metal $N=0.5+4.0i$, $\phi_1$ is about 3070 nm, and $D$ is 0.81 at 1 $\mu$m and 0.25 at 4 $\mu$m.

\section{Absorption}

\textbf{Proposition 2.} With a weak intensity absorption coefficient $\alpha$, constant over the band, and unit incident dose at $z=d$, the oscillating term has amplitude $2\rho e^{-\alpha d}D(z)$, and
\begin{equation}
V(z)=\frac{2\rho D(z)}{e^{\alpha z}+\rho^2e^{-\alpha z}} .
\end{equation}

\textit{Proof.} The downward wave has travelled $d-z$ and the upward one $d+z$, so their amplitudes are $e^{-\alpha(d-z)/2}$ and $\rho e^{-\alpha(d+z)/2}$. Twice their product is $2\rho e^{-\alpha d}$, in which $z$ cancels. The sum of their squares is $e^{-\alpha d}(e^{\alpha z}+\rho^2e^{-\alpha z})$. Division gives $V$. The change of $r$ is neglected. By Lemma 1 its relative size is $(\alpha/2k_0)\,|2N/(n^2-N^2)|$, which is small for a metal but not for a mirror whose index is close to $n$. $\square$

Absorption thus leaves the height dependence of the fringe amplitude to $D$, but makes the two waves more unequal. With $\alpha=0.10\ \mu\text{m}^{-1}$ the visibility at 4 $\mu$m falls from 0.394 to 0.353.

\section{A bare top surface}

\textbf{Proposition 3.} Let the top face air, with internal amplitude reflectance $r_t=(n-1)/(n+1)$. At depth $h$ below the top of a film so thick that $D(d)$ and $D(d-h)$ are negligible,
\begin{equation}
V=\frac{2r_t\rho^2}{1+\rho^2}\,e^{-2n^2s^2h^2}.
\end{equation}

\textit{Proof.} Let $P$ be the total downward power; the upward power is $U=\rho^2P$. Waves separated by a trip to the mirror no longer interfere, so the mean dose is $P+U=P(1+\rho^2)$. Each upward wave does interfere with its own reflection from the top, whose relative amplitude is $r_t$ and whose delay is $2nh$. By Lemma 3 these pairs contribute an oscillation of amplitude $2r_tU\,e^{-2n^2s^2h^2}$. Division gives $V$. $\square$

For a film 30 $\mu$m thick and $h=300$ nm, formula and wave solution both give 0.235, although the theorem would predict practically no fringes there. The top surface acts as a second mirror, and the height that counts is the distance from it.

In the 5 $\mu$m film neither delay is long enough for Proposition 3. The two sets of fringes, $\cos(2nk_0z+\phi)$ and $\cos[2nk_0(d-z)]$, have the same period and a relative phase that depends on $d$. The mean dose also depends on $d$, its greatest value being 1.24 times its least, and it is high when the two sets add. This narrows the range of visibility: the two sets over a fixed mean would give about 0.17 to 0.62. With $z=4\ \mu$m held fixed and $d$ scanned in 16 equal steps over one fringe period, the wave solution gives visibilities from 0.200 to 0.563, against 0.394 without top reflection.

\section{Line shape and real exposures}

For any spectrum of finite variance $s^2$, expanding $e^{iqL}$ about the mean wavenumber gives $|\langle e^{iqL}\rangle|\simeq1-s^2L^2/2$. The initial loss $2n^2s^2z^2$ is therefore general; the Gaussian fall beyond it is not. At 4 $\mu$m, with the full width at half maximum held fixed, a rectangular line gives 0.623 and a Lorentzian, its wings cut at half and 1.5 times $k_0$, gives 0.203, against 0.396.

The example lies in the regime of thick i-line resist on a metal film under a filtered mercury lamp. Its parameters are rough typical values, and the bandwidth in particular depends on lamp and filter. Such exposures break several assumptions. For the numbers used here, an uncoated top surface and a line shape other than Gaussian can change the visibility at 4 $\mu$m most, followed by dispersion. Absorption at $\alpha=0.10\ \mu\text{m}^{-1}$ changes the visibility less, but it also lowers the dose itself. This order depends on the inputs: at $\alpha=0.2\ \mu\text{m}^{-1}$ absorption already outweighs dispersion, with $V=0.278$, and at $0.5\ \mu\text{m}^{-1}$ it gives $V=0.096$, so a strongly absorbing unbleached resist is dominated by it. Three further effects were sized at 4 $\mu$m as factors on the fringe amplitude; the first two are small only for the mild inputs chosen:

\begin{itemize}
\item Oblique rays have the delay $2nz\cos\theta$. Filling a cone of sine 0.16 in air, uniformly in $\sin^2\theta$, gives 0.956 from this delay alone, without the effects of polarization and of the mirror's angle dependence. The factor falls steeply as the cone widens, to 0.75 at sine 0.25 and about 0.52 at 0.30.
\item If bleaching shifts the index by 0.01 during exposure, equally at all depths and at a steady rate, the fringes move and the factor is 0.923. A steady shift of 0.02 gives 0.71 and one of 0.03 gives 0.43. A shift that is not steady in time gives a different factor.
\item Diffusion in the bake, with a Gaussian displacement of deviation $\ell=30$ nm, gives $e^{-(2nk_0\ell)^2/2}=0.214$ by Lemma 3. It acts on the latent chemical image, not on the dose.
\end{itemize}

The value $D=0.40$ is thus a statement about the optical dose under the stated assumptions. It does not by itself predict the ripple on a developed sidewall, which also depends on the bake and on the developer. The remaining figures are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
vacuum wavelength: 365 nm
spectral full width at half maximum: 5.0 nm
wavelength standard deviation: 2.123 nm
mean angular wavenumber k0: 0.017214 rad/nm
wavenumber deviation s: 1.0014e-04 rad/nm
resist index: 1.70 (dimensionless)
resist thickness: 5.0 um
mirror index: 0.5 + 4.0 i
mirror amplitude reflectance rho: 0.9148
mirror power reflectance: 0.8369
mirror reflection phase: -2.3473 rad
single-wavelength visibility: 0.9960
fringe period: 107.35 nm
height for D = 1/2: 3458 nm
height for D = 1/e: 4154 nm
fringe periods below the 1/e height: 38.7
height (nm), D, visibility by law, visibility by wave solution:
  500  0.9856  0.9817  0.9813
  1000  0.9437  0.9400  0.9397
  2000  0.7931  0.7899  0.7896
  3000  0.5935  0.5912  0.5913
  4000  0.3956  0.3940  0.3942
main height: 4000 nm
optical delay 2nz there: 13600 nm
exponent 2 n^2 s^2 z^2 there: 0.9274
D there, spectrum Gaussian in wavelength: 0.3956
D there, overlap of pulses in time: 0.3956
coherence time: 59.0 fs
chaotic light: duration in 1/(cs), rms error found, predicted:
  50  0.1893  0.1883
  200  0.0946  0.0941
Neglected effects at the main height (rough inputs):
D, rectangular line of same full width: 0.623
D, Lorentzian line of same full width: 0.203
dispersion coefficient B: 0.015 um^2
group index: 1.925
D with dispersion, wave solution: 0.3044
D with dispersion, group-index law: 0.3044
mirror phase slope, free-electron model: 44.4 nm
D with mirror slope, solution and law: 0.3933, 0.3932
absorption coefficient: 0.10 /um
visibility with absorption, solution and law: 0.3526, 0.3526
top-surface amplitude reflectance: 0.2593
visibility with bare top, least and greatest over one period of thickness: 0.200, 0.563
bare film 30 um thick, 300 nm below top, visibility, solution and law: 0.2349, 0.2350
oblique rays, cone sine 0.16 in air, factor: 0.956
bleaching, index drift 0.01, factor: 0.923
bake diffusion, deviation 30 nm, factor on latent image: 0.214
\end{verbatim}
